\section*{Screened plasma wavelength of heavily doped n-type silicon}

\section*{Question}

A uniform silicon crystal at 300 K contains $n=10^{20}\ \mathrm{cm^{-3}}$ conduction electrons of optical mass $m=0.26\,m_e$, where $m_e$ is the free-electron mass. The bound electrons of the lattice are described by a constant relative permittivity $\varepsilon_b=11.7$. Use SI formulas. Except where a part says otherwise, the bands are parabolic and the electrons are not scattered.

\begin{enumerate}
\item[(a)] A slab of this crystal has all its conduction electrons displaced by the same small distance along the slab normal, and is then left alone. Find the angular frequency $\omega_p$ of the motion.
\item[(b)] The screened plasma wavelength $\lambda_p$ is the wavelength in vacuum of light of frequency $\omega_p$. Calculate it in micrometres. What would result if the bound electrons were forgotten?
\item[(c)] The electrons occupy six equivalent ellipsoidal valleys, two along each cubic axis, with masses $m_l=0.916\,m_e$ along the valley axis and $m_t=0.19\,m_e$ across it. Show that one mass suffices in part (a) for every direction of the slab normal, and find it.
\item[(d)] Light falls normally from vacuum on a thick crystal. Find the permittivity $\varepsilon(\omega)$, and from it the wavelengths at which reflection is total and the wavelength at which it vanishes.
\item[(e)] The electron mobility is $\mu=100\ \mathrm{cm^2/Vs}$. How does scattering move the zero of $\mathrm{Re}\,\varepsilon$? Which way does weak scattering move the reflectance minimum?
\item[(f)] Does the degeneracy of the electron gas change $\lambda_p$? Consider first parabolic bands, and then bands whose energy $W$ obeys $W(1+\alpha W)=\gamma$, where $\gamma$ is the parabolic energy and $\alpha=0.5\ \mathrm{eV^{-1}}$.
\item[(g)] How far can the answer to (b) be trusted for a real doped layer?
\end{enumerate}

\section*{Model answers}

\subsection*{(a) The free oscillation}

Let $u$ be the displacement along the normal. The donors stay in place, so moving charge $-e$ per electron through $u$ creates the polarization
\begin{equation}
P=-neu .
\end{equation}
The bound electrons respond to the field $E$ through $\varepsilon_b$, and the total displacement field is $D=\varepsilon_0\varepsilon_bE+P$. The charge of donors and conduction electrons is already contained in $P$, so $D$ has no further sources. Its normal component is continuous at the faces and vanishes outside, where there is no field. Hence $D=0$ inside, and
\begin{equation}
E=\frac{neu}{\varepsilon_0\varepsilon_b}.
\end{equation}
The force on an electron is $-eE$, so Newton's law reads
\begin{equation}
m\ddot u=-eE=-\frac{ne^2}{\varepsilon_0\varepsilon_b}\,u .
\end{equation}
The force opposes the displacement. The motion is harmonic, with
\begin{equation}
\omega_p^2=\frac{ne^2}{\varepsilon_0\varepsilon_b m}.
\label{wp}
\end{equation}
The bound electrons weaken the restoring field by the factor $\varepsilon_b$ and so lower the frequency by $\sqrt{\varepsilon_b}$. This is the meaning of ``screened'' here. The derivation uses a static relation between charge and field, and a displacement that is the same for all electrons; it holds for disturbances of small wave vector.

\subsection*{(b) The wavelength}

From $\lambda_p=2\pi c/\omega_p$ and equation (\ref{wp}),
\begin{equation}
\lambda_p=\frac{2\pi c}{e}\sqrt{\frac{\varepsilon_0\varepsilon_b m}{n}} .
\label{lp}
\end{equation}
With $n=10^{26}\ \mathrm{m^{-3}}$,
\begin{align}
\omega_p^2&=\frac{10^{26}\,(1.602\times10^{-19})^2}
{(8.854\times10^{-12})(11.7)(0.26)(9.109\times10^{-31})}\ \mathrm{s^{-2}}
=1.046\times10^{29}\ \mathrm{s^{-2}},\\
\omega_p&=3.235\times10^{14}\ \mathrm{rad/s},\\
\lambda_p&=\frac{2\pi\,(2.998\times10^{8}\ \mathrm{m/s})}{3.235\times10^{14}\ \mathrm{s^{-1}}}
=5.82\times10^{-6}\ \mathrm{m}.
\end{align}
The screened plasma wavelength is therefore about $5.8\ \mu\mathrm{m}$, in the mid infrared. The corresponding photon energy is $\hbar\omega_p=0.213$ eV.

Forgetting the bound electrons means setting $\varepsilon_b=1$. The wavelength would then be $5.82/\sqrt{11.7}=1.70\ \mu\mathrm{m}$, too short by a factor of 3.4. Equation (\ref{lp}) also shows that, at fixed mass and permittivity, $\lambda_p$ falls as $n^{-1/2}$: four times the density halves the wavelength.

\subsection*{(c) Six valleys, one mass}

Let $\hat{\mathbf n}$ be the slab normal and $\mathbf u_v$ the displacement of the electrons in valley $v$, each valley holding $n/6$ electrons. All valleys feel the same field $E\hat{\mathbf n}$, but they respond with their own inverse mass tensors:
\begin{equation}
\ddot{\mathbf u}_v=-eE\,\mathbf M_v^{-1}\hat{\mathbf n}.
\end{equation}
The field depends on the mean displacement along the normal, $\bar u=\frac16\sum_v\hat{\mathbf n}\cdot\mathbf u_v$. The argument of part (a) gives $E=ne\bar u/(\varepsilon_0\varepsilon_b)$. Averaging the equation of motion over the valleys,
\begin{equation}
\ddot{\bar u}=-eE\;\frac16\sum_v\hat{\mathbf n}\cdot\mathbf M_v^{-1}\hat{\mathbf n}.
\end{equation}
The two valleys along $x$ each contribute $n_x^2/m_l+(n_y^2+n_z^2)/m_t$, and those along $y$ and $z$ follow by exchange of axes. In the sum over the three axes, each squared component appears once with $1/m_l$ and twice with $1/m_t$. Since $n_x^2+n_y^2+n_z^2=1$,
\begin{equation}
\frac16\sum_v\hat{\mathbf n}\cdot\mathbf M_v^{-1}\hat{\mathbf n}
=\frac13\left(\frac1{m_l}+\frac2{m_t}\right)\equiv\frac1{m}.
\label{mopt}
\end{equation}
The direction has dropped out, and equation (\ref{wp}) holds with this $m$. Numerically,
\begin{equation}
\frac{m_e}{m}=\frac13\left(\frac1{0.916}+\frac2{0.19}\right)=3.873,
\qquad m=0.258\,m_e ,
\end{equation}
which agrees with the given $0.26\,m_e$ to within 1 percent and yields $\lambda_p=5.80\ \mu\mathrm{m}$. The result requires equal filling of the valleys. Strain that lowers some of them would make the response depend on direction.

Inverse masses are averaged because the field is common and the accelerations add. The density-of-states mass of one valley, $(m_lm_t^2)^{1/3}=0.321\,m_e$, counts states and does not describe acceleration. Used in equation (\ref{lp}) with the same $n$ and $\varepsilon_b$, it would give $6.47\ \mu\mathrm{m}$.

\subsection*{(d) Permittivity and reflectance}

For a field $E$ varying as $e^{-i\omega t}$, two time derivatives multiply by $-\omega^2$. Newton's law becomes $-m\omega^2u=-eE$, so $u=eE/(m\omega^2)$ and
\begin{equation}
D=\varepsilon_0\varepsilon_bE-neu
=\varepsilon_0\left(\varepsilon_b-\frac{ne^2}{\varepsilon_0m\omega^2}\right)E .
\end{equation}
The bracket is the relative permittivity. By equation (\ref{wp}), $ne^2/(\varepsilon_0m)=\varepsilon_b\omega_p^2$, so
\begin{equation}
\varepsilon(\omega)=\varepsilon_b\left(1-\frac{\omega_p^2}{\omega^2}\right)
=\varepsilon_b\left(1-\frac{\lambda^2}{\lambda_p^2}\right),
\label{drude}
\end{equation}
where $\lambda=2\pi c/\omega$ is the vacuum wavelength. The permittivity vanishes at $\lambda_p$. This agrees with part (a), where a field existed with $D=0$.

Let the incident amplitude be 1, the reflected one $r$ and the transmitted one $t$, and let $N=\sqrt{\varepsilon}$ be the refractive index. The tangential electric field is continuous, so $1+r=t$. The magnetic field of a wave is proportional to index times electric field and changes sign with the direction of travel, so $1-r=Nt$. Eliminating $t$ gives $1-r=N(1+r)$, hence
\begin{equation}
r=\frac{1-N}{1+N},\qquad \mathcal R=|r|^2 .
\label{fresnel}
\end{equation}

For $\lambda>\lambda_p$ the permittivity is negative and $N=i\kappa$ with $\kappa$ real. Then $|1-i\kappa|=|1+i\kappa|$ and $\mathcal R=1$: in this undamped model, reflection is total at all wavelengths beyond $\lambda_p$.

Reflection vanishes where $N=1$, that is, where $\varepsilon=1$. Equation (\ref{drude}) then gives $\lambda^2/\lambda_p^2=1-1/\varepsilon_b$, or
\begin{equation}
\lambda_{\min}=\lambda_p\sqrt{\frac{\varepsilon_b-1}{\varepsilon_b}}
=5.82\sqrt{\frac{10.7}{11.7}}\ \mu\mathrm{m}=5.57\ \mu\mathrm{m}.
\end{equation}
The reflectance thus climbs from zero to one between 5.57 and 5.82 $\mu$m. The minimum and the plasma wavelength are different quantities, and a density inferred from a reflectance curve depends on which of them is read off.

\subsection*{(e) Scattering}

Add a friction force $-m\dot u/\tau$. In a steady field the drift velocity follows from $0=-eE-m\dot u/\tau$, so its magnitude is $(e\tau/m)E$. The mobility is $\mu=e\tau/m$, and
\begin{equation}
\tau=\frac{\mu m}{e}=14.8\ \mathrm{fs},\qquad \omega_p\tau=4.78 .
\end{equation}
In the oscillating field, $-m\omega^2u=-eE+i\omega mu/\tau$, which gives $u=eE/[m(\omega^2+i\omega/\tau)]$. Thus $\omega^2$ in equation (\ref{drude}) is replaced by $\omega^2+i\omega/\tau$:
\begin{equation}
\varepsilon=\varepsilon_b\left(1-\frac{\omega_p^2}{\omega^2+i\omega/\tau}\right).
\end{equation}
Multiplying numerator and denominator of the fraction by $\omega^2-i\omega/\tau$ separates the parts:
\begin{equation}
\mathrm{Re}\,\varepsilon=\varepsilon_b\left(1-\frac{\omega_p^2}{\omega^2+1/\tau^2}\right),
\qquad
\mathrm{Im}\,\varepsilon=\frac{\varepsilon_b\,\omega_p^2}{\omega\tau\,(\omega^2+1/\tau^2)} .
\end{equation}
The real part vanishes at $\omega_0^2=\omega_p^2-1/\tau^2$, provided $\omega_p\tau>1$. In wavelength,
\begin{equation}
\lambda_0=\frac{\lambda_p}{\sqrt{1-1/(\omega_p\tau)^2}}
=\frac{5.82\ \mu\mathrm{m}}{\sqrt{1-1/4.78^2}}=5.96\ \mu\mathrm{m},
\end{equation}
which is 2.3 percent longer than $\lambda_p$.

For the reflectance minimum, write $s=\omega^2/\omega_p^2$ and $g=1/(\omega_p\tau)$, and use $1-\varepsilon=(1-N)(1+N)$ in equation (\ref{fresnel}):
\begin{equation}
\mathcal R=\frac{|\varepsilon-1|^2}{|1+N|^4}.
\end{equation}
Without scattering the minimum lies at $s_1=\varepsilon_b/(\varepsilon_b-1)$, where the slope is $A=d\varepsilon/ds=\varepsilon_b/s_1^2$. Since $N=\sqrt\varepsilon$, there $dN/ds=A/2$, and the logarithmic slope of $|1+N|^{-4}$ is $-4(A/2)/2=-A$. For small $g$ the minimum moves by an amount of order $g^2$, and near it
\begin{equation}
16\,\mathcal R\simeq\left[A^2(s-s_1+g^2)^2+\frac{\varepsilon_b^2g^2}{s^3}\right]\bigl[1-A(s-s_1)\bigr].
\end{equation}
Setting the derivative to zero and keeping terms of order $g^2$,
\begin{equation}
2A^2(s-s_1+g^2)-\frac{3\varepsilon_b^2g^2}{s_1^4}-\frac{A\varepsilon_b^2g^2}{s_1^3}=0 .
\end{equation}
Divide by $A^2=\varepsilon_b^2/s_1^4$ and use $As_1=\varepsilon_b/s_1=\varepsilon_b-1$. Then $2(s-s_1+g^2)=(\varepsilon_b+2)g^2$, and
\begin{equation}
s-s_1=\tfrac12\,\varepsilon_b\,g^2>0 .
\end{equation}
Weak scattering moves the minimum to higher frequency and shorter wavelength, opposite to the zero of $\mathrm{Re}\,\varepsilon$. Here $\varepsilon_bg^2=11.7/4.78^2=0.51$ is not small, so this formula supplies the direction but not a reliable size. Numerical minimization of the full reflectance places the minimum at $5.32\ \mu\mathrm{m}$, with $\mathcal R=0.096$ instead of zero.

\subsection*{(f) Degeneracy and nonparabolic bands}

Let $f$ be the occupation of a state of momentum $\mathbf p$. A field along a principal axis $i$ of a valley changes $p_i$ at the rate $-eE$. The velocity $v_i=\partial W/\partial p_i$ of each electron then changes at the rate $-eE\,\partial^2W/\partial p_i^2$. The inverse mass that governs the current is therefore the average of $\partial^2W/\partial p_i^2$ over the occupied states. For a parabolic band this derivative is the constant $1/m_i$, and the average is $1/m_i$ whatever $f$ may be. Degeneracy and temperature then leave $\lambda_p$ unchanged at fixed $n$.

In the nonparabolic band, $\gamma=\sum_ip_i^2/2m_i$. Integrating the average by parts over momentum turns $f\,\partial^2W/\partial p_i^2$ into $-v_i\,\partial f/\partial p_i=v_i^2(-df/dW)$; the boundary term vanishes because $f$ does. The velocity is $v_i=(dW/d\gamma)\,p_i/m_i$. On a surface of constant $\gamma$ the three terms $p_i^2/2m_i$ have equal averages $\gamma/3$, so $v_i^2$ averages to $(dW/d\gamma)^2\,2\gamma/(3m_i)$. Every inverse mass is thus multiplied by the same factor
\begin{equation}
R=\frac1n\int_0^\infty\frac{2\gamma}{3}\left(\frac{dW}{d\gamma}\right)^2\left(-\frac{df}{dW}\right)G(\gamma)\,d\gamma,
\qquad n=\int_0^\infty f\,G(\gamma)\,d\gamma .
\label{R}
\end{equation}
Here $G\propto\sqrt\gamma$ is the density of states in $\gamma$, the same as for the parabolic band because the states are counted in momentum.

The cold limit can be done by hand. Differentiating $W(1+\alpha W)=\gamma$ gives $dW/d\gamma=1/(1+2\alpha W)$. At zero temperature $-df/dW$ is a delta function at the Fermi energy $W_F$, where $\gamma=\gamma_F$. With $d\gamma=dW/(dW/d\gamma)$, one factor $dW/d\gamma$ cancels, and the integral is $\frac23\gamma_FG(\gamma_F)\,(dW/d\gamma)_F$. Since $G\propto\sqrt\gamma$, the density is $n=\frac23\gamma_FG(\gamma_F)$. Therefore
\begin{equation}
R=\frac1{1+2\alpha W_F}.
\end{equation}
Filling the band to higher energy makes the electrons heavier.

For six valleys with two spin states each, $G(\gamma)=\frac{6}{2\pi^2}(2m_d/\hbar^2)^{3/2}\sqrt\gamma$, where $m_d=(m_lm_t^2)^{1/3}$ is the density-of-states mass of part (c). The condition on $n$ in equation (\ref{R}) then fixes the Fermi level. At 300 K it lies 0.061 eV above the band edge, only 2.4 times $k_BT=0.0259$ eV, so the cold formula is not accurate and equation (\ref{R}) is evaluated numerically. It gives $R=0.908$. Taking $0.26\,m_e$ as the band-edge value,
\begin{equation}
m=\frac{0.26\,m_e}{0.908}=0.286\,m_e,\qquad
\lambda_p=\frac{5.82\ \mu\mathrm{m}}{\sqrt{0.908}}=6.11\ \mu\mathrm{m},
\end{equation}
a shift of 4.9 percent.

Not all of this shift is due to degeneracy. To first order in $\alpha$, $W=\gamma-\alpha\gamma^2$, and $\partial^2W/\partial p_i^2=(1-2\alpha\gamma)/m_i-2\alpha p_i^2/m_i^2$. Averaged over a surface of constant $\gamma$ this is $(1-\frac{10}{3}\alpha\gamma)/m_i$. In a dilute, nondegenerate gas the mean of $\gamma$ is about $\frac32k_BT$, so $R\simeq1-5\alpha k_BT\simeq0.94$, which already lengthens $\lambda_p$ by about 3 percent. Degeneracy adds to this by forcing electrons into states of higher energy. In this model, with $\varepsilon_b$ and the bands held fixed, it changes $\lambda_p$ only because the band is not parabolic.

\subsection*{(g) The real layer}

A density of $10^{20}\ \mathrm{cm^{-3}}$ belongs to the heavily doped n-type silicon of emitters and contact layers. The permittivity, valley masses, mobility and $\alpha$ used here are assumed values, not measurements on a particular layer. The mobility sets the two scattering shifts of part (e), both of which vary as $\mu^{-2}$ when scattering is weak. Near $100\ \mathrm{cm^2/Vs}$ the zero of $\mathrm{Re}\,\varepsilon$ still follows this law closely, but the reflectance minimum does not, because $\varepsilon_bg^2$ is not small: it lies 1.8, 4.5 and 8.0 percent below $5.57\ \mu\mathrm{m}$ for $\mu=200$, 100 and $60\ \mathrm{cm^2/Vs}$. The assumed mobility is also on the high side. Empirical fits for phosphorus- and arsenic-doped silicon at this density give roughly 60 to $75\ \mathrm{cm^2/Vs}$, for which the zero of $\mathrm{Re}\,\varepsilon$ moves by 4 to 7 percent instead of 2.3. The shifts below are relative to $5.82\ \mu\mathrm{m}$.

Scattering and nonparabolicity together move the zero of $\mathrm{Re}\,\varepsilon$ to $6.2\ \mu\mathrm{m}$, a shift of 7.1 percent. In this estimate the mobility is held at $100\ \mathrm{cm^2/Vs}$, so $\tau$ grows with the mass.

The density that counts is that of free electrons, not of donor atoms. If the quoted $10^{20}\ \mathrm{cm^{-3}}$ were the donor density and 10 percent of the donors were inactive, then, with all else as in part (b), $\lambda_p$ would become $5.82/\sqrt{0.9}=6.14\ \mu\mathrm{m}$, a shift of 5.4 percent.

The frequency dependence of $\varepsilon_b$ matters far less. If the bound electrons are modelled as one oscillator of energy 4 eV, a rough value, their contribution $\varepsilon_b-1$ is multiplied by $1/[1-(0.213/4)^2]$, and $\lambda_p$ rises by 0.13 percent.

Some effects have not been sized: absorption into the next conduction band, changes of the bands caused by the dopants, and any difference between infrared damping and that inferred from the steady-field mobility. A diffused layer also has a graded density, and a thin one reflects from its back face, so equation (\ref{fresnel}) does not apply to it directly.

The answer to part (b) is thus $5.8\ \mu\mathrm{m}$ for the simple model. Nonparabolicity and inactive donors, as estimated here, each lengthen $\lambda_p$ by about 5 percent, and scattering moves the zero of $\mathrm{Re}\,\varepsilon$ in the same direction, by 2.3 percent at the assumed mobility and by 4 to 7 percent at the lower mobilities typical of such layers. For a real layer even the second significant figure is therefore uncertain. The numerical output below lists the values used.

\section*{Computed values}
\begin{verbatim}
electron density: 1e+20 cm^-3
optical mass: 0.26 m_e
background permittivity: 11.7
plasma angular frequency: 3.235e+14 rad/s
plasma energy: 0.2129 eV
screened plasma wavelength: 5.824 um
wavelength if eps_b is left out: 1.703 um
longitudinal valley mass: 0.916 m_e
transverse valley mass: 0.19 m_e
optical mass from valleys: 0.2582 m_e
wavelength with that mass: 5.804 um
density-of-states mass of one valley: 0.321 m_e
wavelength if that mass is misused: 6.47 um
reflectance minimum, undamped: 5.569 um
mobility: 100 cm2/Vs
scattering time: 14.78 fs
omega_p times tau: 4.781
zero of real permittivity, damped: 5.955 um
shift from damping: 2.3 percent
reflectance minimum, damped: 5.321 um
reflectance there: 0.0961
temperature: 300 K
thermal energy kT: 0.02585 eV
Fermi level above band edge, parabolic: 0.06533 eV
inverse-mass ratio R, parabolic: 1
nonparabolicity: 0.5 1/eV
Fermi level above band edge, nonparabolic: 0.06123 eV
inverse-mass ratio R, nonparabolic: 0.9084
optical mass, nonparabolic: 0.2862 m_e
wavelength, nonparabolic: 6.11 um
shift from nonparabolicity: 4.9 percent
wavelength, damping and nonparabolicity: 6.235 um
shift from both: 7.1 percent
wavelength, 10 percent inactive donors: 6.139 um
shift from inactive donors: 5.4 percent
bound-electron oscillator energy: 4 eV
shift from dispersion of eps_b: 0.13 percent
\end{verbatim}
